# Magnetic damping of melt flow and dopant dispersion in shallow layers

## A special case: the layer without viscosity

A shallow layer of conducting melt has depth $h$ and is hotter towards positive $x$, with uniform gradient $G$. Hot melt drifts to the cold end along the top and cold melt returns along the bottom. Suppose that a vertical magnetic field $B$ supplies the whole resistance, a drag $\sigma B^2u$ per unit volume. Buoyancy supplies a horizontal force $-\rho g\beta Gz$, with $z$ measured from mid-depth. The balance gives

$$u=-Sz,\qquad S=\frac{\rho g\beta G}{\sigma B^2}.$$

Doubling the field quarters the velocity. A dopant carried by this shear is displaced one way above and the other way below, and vertical diffusion, with diffusivity $D$, mixes the two streams. The flow creates a vertical concentration difference proportional to $u$, and then transports that difference, again in proportion to $u$. The extra axial diffusivity is therefore proportional to $u^2/D$, hence to $B^{-4}$.

It remains to restore viscosity, justify the drag, find the numerical factor, and see which boundaries allow the result.

## Assumptions and theorem

Here $\rho,\mu,\sigma,\beta$ are density, viscosity, electrical conductivity and thermal expansion coefficient. The assumptions are:

1. The flow is steady, laminar and parallel, $\mathbf u=u(z)\hat{\mathbf x}$, with no net through-flow. Density varies in the buoyancy term alone.
2. Rigid, electrically insulating plates lie at $z=\pm h/2$; dopant does not cross them.
3. The layer is unbounded in $y$ and carries no net current along $y$. The field induced by the currents is negligible.
4. The dopant is dilute. Its axial concentration scale is long compared with $h$ and with the distance travelled during vertical mixing, and times are long compared with $h^2/(\pi^2D)$.

Define

$$\mathrm{Ha}=Bh\sqrt{\sigma/\mu},\qquad V=\frac{\rho g\beta Gh^3}{\mu},\qquad \zeta=\frac zh .$$

**Theorem.** Under these assumptions the apparent axial diffusivity $D_{\rm eff}$ satisfies

$$\frac{D_{\rm eff}}D-1=\left(\frac{Vh}{D}\right)^2\frac{F(\mathrm{Ha})}{\mathrm{Ha}^4},$$

where, with $a=\mathrm{Ha}$ and $K=\coth(a/2)$,

$$F=\frac1{120}-\frac K{12a}+\frac{3K^2-1}{8a^2}+\frac K{4a^3}-\frac2{a^4}.$$

For $\mathrm{Ha}\gg1$, with the other parameters fixed, the core velocity tends to $-Sz\propto B^{-2}$, and

$$\frac{D_{\rm eff}}D-1\to\frac1{120}\left(\frac{Sh^2}{D}\right)^2\propto B^{-4}.$$

The fourth-power law belongs to the excess; $D_{\rm eff}$ itself tends to $D$.

## Lemma 1: the flow

**Lemma.** The velocity is $u=Vv$, with

$$v=\frac1{a^2}\left[\frac{\sinh a\zeta}{2\sinh(a/2)}-\zeta\right].$$

**Proof.** Write $T=T_0+Gx+\theta(z)$. The vertical force balance is

$$p_z=-\rho g+\rho g\beta(Gx+\theta).$$

Differentiation in $x$ removes $\theta$, so $p_{xz}=\rho g\beta G$. The axial momentum equation shows that $p_x$ depends on $z$ alone; therefore $p_x=\rho g\beta Gz+P$, with constant $P$. Inertia vanishes because $\mathbf u\cdot\nabla\mathbf u=u\,\partial_x\mathbf u=0$.

Since $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$, Ohm's law reads $j_y=\sigma(E_y-uB)$. The axial Lorentz force is $j_yB$. A steady electric field is curl-free, and nothing depends on $y$, so $E_y$ is constant over the depth. Zero net current requires

$$0=\int j_y\,dz=\sigma\left(E_yh-B\int u\,dz\right)=\sigma E_yh.$$

Thus $E_y=0$, and the Lorentz force is $-\sigma B^2u$. The momentum equation becomes

$$\mu u''-\sigma B^2u=\rho g\beta Gz+P.$$

Division by $\rho g\beta Gh$ gives

$$v''-a^2v=\zeta+\widehat P,\qquad v(\pm\tfrac12)=0,$$

where primes now denote $d/d\zeta$ and $\widehat P=P/(\rho g\beta Gh)$. The constant produces the even flow $-(\widehat P/a^2)[1-\cosh a\zeta/\cosh(a/2)]$, whose flux is nonzero unless $\widehat P=0$. Zero through-flow therefore sets $\widehat P=0$. A particular solution is $-\zeta/a^2$; adding the odd homogeneous solution that cancels it at the plates gives the lemma. $\square$

Away from the plates the hyperbolic term is exponentially small. Because $V/a^2=Sh$, what remains is $u=-Sz$. Friction acts in wall layers of thickness $h/\mathrm{Ha}$.

## Lemma 2: the dopant

**Lemma.** Let $\Psi(z)=\int_{-h/2}^zu\,dz'$, and let angle brackets denote the depth average. Then

$$D_{\rm eff}=D+\frac{\langle\Psi^2\rangle}{D}.$$

**Proof.** The concentration obeys $C_t+uC_x=D(C_{xx}+C_{zz})$. Write

$$C=\bar C(x,t)+c(z)\,\bar C_x,\qquad \langle c\rangle=0.$$

For slow axial variation, the terms with one $x$-derivative dominate the balance across the depth: $u=Dc''$. The term $\bar C_t$ is of second order in axial derivatives. With $c'=0$ at the lower plate, integration gives $c'=\Psi/D$. The condition at the upper plate is also met, since $\Psi(h/2)=0$.

The depth average of the transport equation is $\bar C_t+\langle uc\rangle\bar C_{xx}=D\bar C_{xx}$, because $\langle u\rangle=0$. Integration by parts, with $u=\Psi'$ and $\Psi=0$ at both plates, gives

$$\langle uc\rangle=-\langle\Psi c'\rangle=-\frac{\langle\Psi^2\rangle}D .$$

Moving this term to the right proves the lemma. $\square$

## Proof of the theorem

Set $\Psi=Vh\psi$, $f=\tfrac14-\zeta^2$ and $R=\cosh(a\zeta)/\sinh(a/2)-K$. Integrating $v$ from the lower plate gives

$$a^2\psi=\frac f2+\frac R{2a},$$

and hence

$$a^4\langle\psi^2\rangle=\frac{\langle f^2\rangle}4+\frac{\langle fR\rangle}{2a}+\frac{\langle R^2\rangle}{4a^2}.$$

The polynomial averages are $\langle f\rangle=\tfrac14-\tfrac1{12}=\tfrac16$ and $\langle f^2\rangle=\tfrac1{16}-\tfrac1{24}+\tfrac1{80}=\tfrac1{30}$.

For the mixed average, integrate by parts twice. Since $f=0$ at the plates,

$$\langle f\cosh a\zeta\rangle=\frac2a\langle\zeta\sinh a\zeta\rangle
=\frac2a\left[\frac{\cosh(a/2)}a-\frac{2\sinh(a/2)}{a^2}\right].$$

Divide by $\sinh(a/2)$ and subtract $K\langle f\rangle$:

$$\langle fR\rangle=\frac{2K}{a^2}-\frac4{a^3}-\frac K6.$$

For the last average, use $\langle\cosh a\zeta\rangle=(2/a)\sinh(a/2)$, $\langle\cosh^2a\zeta\rangle=\tfrac12+\sinh(a)/(2a)$ and $1/\sinh^2(a/2)=K^2-1$:

$$\langle R^2\rangle=\frac{K^2-1}2+\frac Ka-\frac{4K}a+K^2=\frac{3K^2-1}2-\frac{3K}a.$$

Substitution gives $F$; the two terms in $K/a^3$ combine as $1-\tfrac34=\tfrac14$. Lemma 2 then gives the stated excess.

For large $a$, $K-1$ is exponentially small, so

$$F=\frac1{120}\left(1-\frac{10}{\mathrm{Ha}}+\frac{30}{\mathrm{Ha}^2}+\cdots\right).$$

With $V/\mathrm{Ha}^2=Sh$, the limit follows. $\square$

**The opposite limit.** At $B=0$, $v''=\zeta$ gives $v=\zeta(\zeta^2-\tfrac14)/6$ and $\psi=f^2/24$. Since $\langle f^4\rangle=4!\,4!/9!$,

$$\langle\psi^2\rangle=\frac{4!\,4!}{9!\,(24)^2}=\frac1{9!}.$$

The excess then tends to the constant $(Vh/D)^2/9!$, provided that the flow stays laminar and assumption 4 still holds. The inverse powers of $B$ are strong-field laws.

## Remark 1: side walls decide the exponent

The cross current is directed one way in the upper half and the other way in the lower half. At a side wall it must either enter the wall or turn. Let $\eta=y/h$, let $VBh\phi$ be the electric potential, and define $J=v+\phi_\eta$, so that $j_y=-\sigma BVJ$. In the core, $v=J=-\zeta/\mathrm{Ha}^2$ and $\phi=0$.

Mark departures from the core near a side wall by tildes. In a thin layer, momentum and charge conservation read

$$\tilde v_{\eta\eta}=\mathrm{Ha}^2\tilde J,\qquad \tilde J_\eta=-\tilde\phi_{\zeta\zeta}.$$

For scaled thickness $\delta$, these give $\tilde J\sim\tilde v/(\mathrm{Ha}^2\delta^2)$ and $\tilde\phi\sim\tilde J/\delta$. Since $\tilde J\ll\tilde v$, also $\tilde\phi\sim\tilde v\delta$. Together they give $\delta\sim\mathrm{Ha}^{-1/2}$ and $\tilde J\sim\tilde v/\mathrm{Ha}$. The thin layers on the plates feed in a current $\tilde\phi_\zeta\sim\tilde v_\eta/\mathrm{Ha}$, which has the same order as $\tilde\phi$ and leaves the scaling intact.

**Ideally conducting sides.** Here $\phi=0$ at the wall, and current enters it freely. The no-slip condition sets $\tilde v=\zeta/\mathrm{Ha}^2$ there, so the disturbance is no faster than the core flow in order of magnitude. Its flux, $\int\tilde v\,d\eta$, vanishes at leading order because $\tilde v\simeq-\tilde\phi_\eta$ and $\tilde\phi$ is zero at both edges.

**Insulating sides.** Now $J=0$ at the wall, so $\tilde J=\zeta/\mathrm{Ha}^2$ there, and

$$\tilde v\sim\mathrm{Ha}\,\tilde J\sim\mathrm{Ha}^{-1}.$$

These are side jets. Their speed falls as $B^{-1}$ and their flux per unit height as $B^{-3/2}$. Lemma 2 extends to the cross-section with $D\nabla^2c=u$, and the excess is quadratic in velocity. Its core, mixed and jet parts scale as $B^{-4}$, $B^{-7/2}$ and $B^{-3}$. At fixed width the jets finally dominate, although the core velocity still falls as $B^{-2}$. For well-separated side walls, the jet and mixed parts are inversely proportional to width.

**Tilt.** Both cases assume a level section, symmetric about mid-depth. A tilt $\epsilon$ about the $x$ axis adds a force $-\rho g\beta G\epsilon y$, uniform over the depth. Between insulating plates the depth-integrated cross current does not vary with $y$, so it cannot balance a force odd in $y$, whatever the side walls are. Only friction in the plate layers resists, and the core acquires $v\simeq-\epsilon\eta/(2\mathrm{Ha})\propto B^{-1}$. For width $Wh$, its long-wave excess falls as $B^{-2}$ and is about $(\epsilon\,\mathrm{Ha}\,W^2/2)^2$ times the excess of the theorem.

## Remark 2: an open surface

Let the upper plate be removed, the surface remain flat, and surface tension fall with temperature. The surface is pulled towards the cold end with a stress of size $\tau$, so $\mu u'(h/2)=-\tau$. With $\delta_H=h/\mathrm{Ha}$, this adds the surface flow

$$u_s=-\frac{\tau\delta_H}\mu e^{-(h/2-z)/\delta_H}.$$

Its flux is $-\tau\delta_H^2/\mu=-\tau/(\sigma B^2)$. Zero through-flow requires a uniform core return of speed $\tau/(\sigma B^2h)$. With $m=\tau/(\rho g\beta Gh^2)$, the stream function below the surface layer is, at leading order,

$$\Psi=Sh^2\left[\frac f2+m\left(\zeta+\frac12\right)\right].$$

Now $\langle f(\zeta+\tfrac12)\rangle=\tfrac1{12}$ and $\langle(\zeta+\tfrac12)^2\rangle=\tfrac13$. The factor $1/120$ is therefore replaced by

$$\frac1{120}+\frac m{12}+\frac{m^2}3.$$

The core velocity still falls as $B^{-2}$ and the excess as $B^{-4}$, but the prefactor may change greatly. The speed at the surface itself, $\tau\delta_H/\mu$ at leading order, falls only as $B^{-1}$.

## Worked example

The round parameters lie in the rough regime of horizontal boat growth of a molten semiconductor: $\rho=5500$ kg/m³, $\mu=0.80$ mPa s, $\sigma=10^6$ S/m, $\beta=10^{-4}$ K⁻¹, $D=10^{-4}$ cm²/s, $G=10$ K/cm and $h=5$ mm. The melt is covered, 30 mm wide and 100 mm long, with ideally conducting side plates.

The buoyancy gradient $\rho g\beta G$ is 5394 N/m⁴. At 1 T, $S=5394/10^6=5.39\times10^{-3}$ s⁻¹. In SI units,

$$\frac{Sh^2}D=\frac{(5.39\times10^{-3})(2.5\times10^{-5})}{10^{-8}}=13.5,
\qquad \frac{13.5^2}{120}\simeq1.52.$$

The full formula gives 1.43, because $10/\mathrm{Ha}$ is still 0.057. The results for an unbounded layer are:

| $B$ (T) | Ha | speed at $h/4$ (µm/s) | excess$/D$ | $D_{\rm eff}$ (cm²/s) |
|---|---|---|---|---|
| 0.5 | 88 | 27.0 | 21.6 | $2.26\times10^{-3}$ |
| 1 | 177 | 6.74 | 1.43 | $2.43\times10^{-4}$ |
| 2 | 354 | 1.69 | 0.092 | $1.09\times10^{-4}$ |

From 0.5 to 2 T the excess falls by a factor of about 235, but $D_{\rm eff}$ by about 21, since molecular diffusion remains. The leading law makes the two contributions equal at $1.52^{1/4}\simeq1.11$ T; above that field, convection supplies less than half of $D_{\rm eff}$, so further damping can remove less than half of it.

Lemma 2 was tested without its cross-depth equation. At 0.5 T, the decay rate of a concentration wave of wavenumber $0.01/h$ gives an excess of 21.598, against 21.594 from the theorem. Between 2 and 4 T, numerical flows give exponents of $-2.000$ for speed and $-3.979$ for excess. The correction $1-10/\mathrm{Ha}$ accounts for the small difference from $-4$.

**Side walls.** At 1 T, the cross-section calculation gives an excess of $1.43D$ with conducting sides and $4.55D$ with insulating sides. At 2 T the values are $0.092D$ and $0.48D$. Take the jet flow to be the difference between the insulating-side and conducting-side flows. Its peak speed at height $h/4$ falls from 103 to 53 µm/s, close to $B^{-1}$. The excess computed from this flow alone has a local exponent of $-2.78$, so the limiting value of $-3$ has not yet been reached. The total insulating-side excess has exponent $-3.24$ over this interval.

**Conditions on the dopant.** Vertical mixing takes about 253 s. The fastest core flow travels 13.7, 3.4 and 0.85 mm in that time at the three fields. For a growth rate of 0.5 µm/s, the concentration length ahead of the front, $D_{\rm eff}$ divided by the growth rate, is 452, 49 and 22 mm. The first exceeds the melt length, which then sets the scale. The separation of lengths is moderate: at 2 T, 22 mm is about four depths. At 0.5 T a concentration wave whose half-wavelength equals the melt length decays with an excess 5% above the theorem, and one whose full wavelength equals it with an excess 35% above. At the front the flow turns in a thin layer. For a stream function $\chi$ of the turning flow, the viscous term $\mu\chi_{xxxx}$ there balances the magnetic term $\sigma B^2\chi_{zz}$, which gives a thickness of order $h/\sqrt{\mathrm{Ha}}$. The dopant adjusts over roughly one depth, and the parallel-flow theorem does not describe that region.

**Comparison with real boats.** The material parameters have the rough size found in molten semiconductors, but 5 mm is shallow for a boat. At fixed $G$ and $B$, the strong-field excess grows as $h^4$, so doubling the depth multiplies it by 16. A melt in an uncovered boat has an open surface, and a silica boat is insulating. For a surface-tension slope of size 0.10 mN/(m K), $\tau=0.10$ N/m² and $m=0.74$; with currents closing as in the theorem, the open surface multiplies the strong-field excess by about 30. Insulating sides on a covered melt multiply it by about 3.2 at 1 T in the long-wave limit, which also needs mixing across the width; for a half-wavelength or a full wavelength equal to the melt length, the excess is $4.0D$ or $3.1D$ instead of $4.55D$. The two changes together were not calculated.

Other estimated neglected effects are smaller. At 0.5 T, inertia relative to magnetic drag is about $2\times10^{-4}$ where the flow changes over one depth. In the end layers, of thickness $\delta_e\sim h/\sqrt{\mathrm{Ha}}$, the vertical speed is of order $uh/\delta_e$; comparing the curls of the two forces multiplies the ratio by $(h/\delta_e)^3\sim\mathrm{Ha}^{3/2}$, to about 0.2. This estimate omits numerical factors, so it does not by itself settle whether inertia matters there. For the covered melt the thermal Péclet number is 0.015 (the surface speed of an open melt would give about 2), and the magnetic Reynolds number is $3\times10^{-7}$. A change of $10^{-5}$ in dopant mass fraction along the melt, with unit density coefficient, gives $10^{-3}$ of the thermal buoyancy. Flow stability, heat loss through the plates and thermoelectric currents were not examined; between a conducting wall and the melt the thermoelectric force scale at 1 T is about 70 times the buoyancy force per µV/K of Seebeck difference, and only its irrotational part is absorbed by pressure. Use of the fourth-power law for design requires at least laminar flow, a covered melt or a known surface stress, side walls whose conductance (conductivity times thickness) is comparable with $\sigma h$ or larger (equality adds about 6% to the excess at 1 T, a tenth of it about 60%), and a level, depth-symmetric section. The last condition is severe. With conducting sides, a tilt of 1 mrad about the axis adds core speeds up to 6.6 µm/s and a long-wave excess of about $14D$ at 1 T and $3.6D$ at 2 T; these excesses presume mixing across the width, which takes about 9000 s, so they indicate size only. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
density 5500 kg/m3; viscosity 0.80 mPa s
conductivity 1.0e+06 S/m; expansion 1.0e-04 1/K
dopant D 1.0e-04 cm2/s; heat diffusivity 0.18 cm2/s
gradient 10.0 K/cm; depth 5.0 mm; width 30 mm
melt length 100 mm; growth rate 0.50 um/s
buoyancy gradient rho g beta G 5393.7 N/m4
velocity scale V 0.8428 m/s; V h/D 4.2138e+05
B 0.5 T: Ha 88.4; shear S 0.02157 1/s
  core speed at z=h/4 26.968 um/s
  excess/D: limit 24.2430, full 21.5942
  excess/D from wave decay 21.5983
  D_eff 2.2594e-03 cm2/s
  mixing distance 13.662 mm
  front length D_eff/R 451.9 mm
B 1.0 T: Ha 176.8; shear S 0.00539 1/s
  core speed at z=h/4 6.742 um/s
  excess/D: limit 1.5152, full 1.4309
  excess/D from wave decay 1.4310
  D_eff 2.4309e-04 cm2/s
  mixing distance 3.416 mm
  front length D_eff/R 48.6 mm
B 2.0 T: Ha 353.6; shear S 0.00135 1/s
  core speed at z=h/4 1.686 um/s
  excess/D: limit 0.0947, full 0.0920
  excess/D from wave decay 0.0920
  D_eff 1.0920e-04 cm2/s
  mixing distance 0.854 mm
  front length D_eff/R 21.8 mm
field for equal convective and molecular parts (limit) 1.109 T
exponents 2 to 4 T: speed -2.0000, excess -3.9794
vertical mixing time 253.3 s; growth time 2.00e+05 s
1 T sides, excess/D: conducting 1.4298, insulating 4.5454
  side-jet speed 103.13 um/s; jet-only excess/D 1.8889
2 T sides, excess/D: conducting 0.0920, insulating 0.4819
  side-jet speed 52.84 um/s; jet-only excess/D 0.2753
1 to 2 T excess exponents: conducting -3.958, insulating -3.238
1 to 2 T jet exponents: speed -0.965, excess -2.779
insulating-side mesh shift at 1 T 0.0009 percent
surface-tension slope size 0.10 mN/(m K); m 0.7416
open/covered excess ratio, strong field 30.42
open-surface excess exponent, 2 to 4 T -3.9899
0.5 T inertia/magnetic drag 2.37e-04
0.5 T thermal Peclet number 1.50e-02
0.5 T magnetic Reynolds number 3.39e-07
dopant mass-fraction change along melt 1.0e-05
dopant/thermal buoyancy, unit density coefficient 1.00e-03
relative density change along melt 1.00 percent
```
